# Anisotropic magnetoresistance and the planar Hall effect in a ferromagnetic film

Q: You say that two resistivities describe a magnetized film for every in-plane direction of its magnetization. I know what one resistivity means. What are the two?

A: Take a thin film in the $x$-$y$ plane, uniformly magnetized in that plane. Send a current density $\mathbf J$ along the magnetization and divide the electric field along the current by $J$: that is $\rho_\parallel$. Turn the magnetization by 90° within the plane, keep the current, and the same ratio is $\rho_\perp$. One reason for a difference is that the scattering of carriers in a ferromagnet can depend on the angle between their motion and the magnetization, through spin-orbit coupling. I take both as measured, and write
$$\Delta\rho=\rho_\parallel-\rho_\perp ,$$
which may have either sign.

Q: And at an angle in between? You could guess an interpolation, but I want it derived.

A: Then the conventions come first. The current flows along $+x$. The unit vector of the magnetization is $\mathbf m=(\cos\phi,\sin\phi,0)$, with $\phi$ counted counterclockwise from the current. Conduction is linear and local, so that at each point
$$E_i=\sum_j\rho_{ij}(\mathbf m)\,J_j ,\qquad i,j=x,y,z .$$
No magnetic field acts along the film normal. We look for $\rho_{xx}=E_x/J_x$ and $\rho_{yx}=E_y/J_x$, both at $J_y=J_z=0$.

Q: Why may you set $J_y$ and $J_z$ to zero? If the film is anisotropic, the current might drift sideways.

A: It would, if it had somewhere to go. In a long strip the side edges and the two surfaces are insulating. Try a uniform current $\mathbf J=(J,0,0)$. It has no divergence and does not cross an edge or a surface. The field it needs, $E_i=\rho_{ix}J$, is constant and therefore free of curl, as a steady electric field must be. All conditions are met, so this is the state far from the end contacts. Charge on the edges and surfaces supplies the field components across the current.

Near the ends it is different, since a metal electrode enforces a constant potential along its face. I return to that case below.

## Why the magnetization fixes the axes

Q: So you have an unknown tensor. Even its in-plane part has four entries, and you offer two numbers.

A: Symmetry removes the other two. I assume that the film, apart from its magnetization, has no preferred direction in the plane, and that every plane containing the film normal is a mirror plane. A polycrystalline film without in-plane texture satisfies this on average, if its grains are much smaller than the strip. This is what "isotropic" means here. The film normal may still be special.

Now use axes attached to the magnetization:
$$\hat{\mathbf u}=\mathbf m=(\cos\phi,\sin\phi,0),\qquad \hat{\mathbf v}=(-\sin\phi,\cos\phi,0).$$
Reflect everything in the plane perpendicular to $\hat{\mathbf u}$, so that $u\to-u$.

Q: That reverses $\mathbf m$, which points along $u$. You have changed the film.

A: It does not reverse $\mathbf m$. Magnetization behaves like a current loop. A moment along $u$ corresponds to a loop in the $v$-$z$ plane, and the reflection $u\to-u$ leaves each point of that loop, and its sense of circulation, as they were. The magnetization is an axial vector: its component perpendicular to the mirror survives. Electric field and current density are ordinary polar vectors, and their $u$ components change sign.

The reflected film is therefore the same film and has the same resistivities. Send a current along $v$. It produces $E_u=\rho_{uv}J_v$. After reflection $J_v$ is unchanged and $E_u$ is reversed, but the same relation must hold:
$$-E_u=\rho_{uv}J_v=E_u\quad\Rightarrow\quad \rho_{uv}=0 .$$
Next send a current along $u$, with $E_v=\rho_{vu}J_u$. Reflection reverses $J_u$ and keeps $E_v$, hence
$$E_v=-\rho_{vu}J_u=-E_v\quad\Rightarrow\quad \rho_{vu}=0 .$$
What remains in the plane is
$$E_u=\rho_\parallel J_u,\qquad E_v=\rho_\perp J_v .$$
Isotropy enters a second time here: since the film can be rotated about its normal without change, $\rho_\parallel$ and $\rho_\perp$ do not depend on where $\mathbf m$ points.

Q: A ferromagnet has an anomalous Hall effect. You seem to have lost it.

A: It is still there, but it points elsewhere. The anomalous Hall field is perpendicular to both current and magnetization. With both in the plane, it lies along the normal. In the tensor it sits in $\rho_{zv}$ and $\rho_{vz}$. The reflection changes neither $v$ nor $z$ components, so it permits these entries. The first gives a field $E_z=\rho_{zv}J_v$ across the thickness. The second would give an in-plane field, but it multiplies $J_z$, which is zero.

## The two resistivities

Q: Then finish it. What do I measure along the current?

A: Resolve the current along the magnetization axes:
$$J_u=\mathbf J\cdot\hat{\mathbf u}=J\cos\phi,\qquad J_v=\mathbf J\cdot\hat{\mathbf v}=-J\sin\phi .$$
The minus sign arises because $\hat{\mathbf v}$ has the $x$ component $-\sin\phi$. The fields are
$$E_u=\rho_\parallel J\cos\phi,\qquad E_v=-\rho_\perp J\sin\phi .$$
Return to the laboratory axes with $\mathbf E=E_u\hat{\mathbf u}+E_v\hat{\mathbf v}$ for the in-plane part. Along the current,
$$E_x=E_u\cos\phi-E_v\sin\phi=J\left(\rho_\parallel\cos^2\phi+\rho_\perp\sin^2\phi\right).$$
Replace $\sin^2\phi$ by $1-\cos^2\phi$ and divide by $J$:
$$\boxed{\rho_{xx}=\rho_\perp+\Delta\rho\cos^2\phi}$$
This angular dependence is the anisotropic magnetoresistance.

Q: And across it? I would expect nothing, since no field acts along the normal.

A: The same projection gives
$$E_y=E_u\sin\phi+E_v\cos\phi=J\left(\rho_\parallel-\rho_\perp\right)\sin\phi\cos\phi .$$
With $\sin 2\phi=2\sin\phi\cos\phi$ this becomes
$$\boxed{\rho_{yx}=\frac{\Delta\rho}{2}\sin2\phi}$$
It is called the planar Hall resistivity. The field is not parallel to the current, because the two components of the current meet different resistivities. For $\Delta\rho>0$ the component along $\mathbf m$ costs more field, and $\mathbf E$ tilts from the current toward the magnetization axis.

Both results fit in one vector equation. The current along the magnetization is $\mathbf m(\mathbf m\cdot\mathbf J)$, and the rest is $\mathbf J-\mathbf m(\mathbf m\cdot\mathbf J)$. Multiplying the first by $\rho_\parallel$, the second by $\rho_\perp$, and adding,
$$\mathbf E_{\text{in-plane}}=\rho_\perp\mathbf J+\Delta\rho\,\mathbf m(\mathbf m\cdot\mathbf J).$$

Q: Is "Hall" the right word? A Hall voltage changes sign when the magnetic field is reversed.

A: This one does not. Reversing $\mathbf m$ means $\phi\to\phi+180^\circ$, which leaves $\sin2\phi$ and $\cos^2\phi$ unchanged. There is a second difference. Send the current along $y$ instead, so that $J_u=J\sin\phi$ and $J_v=J\cos\phi$. Then
$$E_x=\rho_\parallel J\sin\phi\cos\phi-\rho_\perp J\cos\phi\sin\phi ,$$
and hence $\rho_{xy}=\rho_{yx}$. For the ordinary Hall effect in an isotropic conductor these two entries have opposite signs. The planar effect shares with it the placement of the voltage probes, not the symmetry. The same current gives
$$\rho_{yy}=\rho_\parallel\sin^2\phi+\rho_\perp\cos^2\phi .$$

Q: If the two signals come from the same $\Delta\rho$, is one of them redundant?

A: They carry different information about the angle. Put $\cos^2\phi=(1+\cos2\phi)/2$ into the longitudinal result and define $\bar\rho=(\rho_\parallel+\rho_\perp)/2$:
$$\rho_{xx}-\bar\rho=\frac{\Delta\rho}{2}\cos2\phi,\qquad \rho_{yx}=\frac{\Delta\rho}{2}\sin2\phi .$$
Squaring and adding gives a circle,
$$(\rho_{xx}-\bar\rho)^2+\rho_{yx}^2=\left(\frac{\Delta\rho}{2}\right)^2 ,$$
which is traversed twice as $\mathbf m$ turns once. Together the signals fix $2\phi$ up to 360°, and so $\phi$ up to 180°.

Near $\phi=0$ the difference is plain. With $\phi$ in radians, $\cos^2\phi\approx1-\phi^2$ and $\sin2\phi\approx2\phi$, so
$$\rho_{xx}\approx\rho_\parallel-\Delta\rho\,\phi^2,\qquad \rho_{yx}\approx\Delta\rho\,\phi .$$
The transverse signal is linear and distinguishes the two senses of rotation. The longitudinal one is quadratic and does not. At 45° the roles change: $\rho_{yx}$ is extreme and $\rho_{xx}$ has its steepest slope.

## Does a microscopic model obey it?

Q: Symmetry arguments make me uneasy. Show me carriers that scatter.

A: Consider carriers on a spherical Fermi surface, described by a linearized Boltzmann equation. Let their scattering depend on the angle between their motion and $\mathbf m$. Add a term that singles out the film normal, and skew scattering that produces an anomalous Hall effect. Solving for the full conductivity tensor and inverting it gives, at $\phi=0$ and in model units, $\rho_\parallel=5.9946$ and $\rho_\perp=5.0265$, so $\Delta\rho=0.9681$.

For $\phi=30^\circ$ the formulas then predict
$$\rho_{xx}=5.0265+0.75\times0.9681=5.7526,$$
$$\rho_{yx}=0.4330\times0.9681=0.4192 .$$
A separate solution of the Boltzmann equation at 30° gives 5.7526 and 0.4192. Over seven angles between 17° and 301° the largest deviation from the law was $1.1\times10^{-14}$, which is rounding error. The anomalous Hall part had size 0.30, almost a third of $\Delta\rho$. In this model it equals the skew strength that was put in, and it only adds antisymmetric entries $\rho_{zv}=-\rho_{vz}$, so the in-plane entries do not depend on it. The resistivity along the normal was 5.65 at $\phi=0$, different from $\rho_\perp$ although both directions are perpendicular to $\mathbf m$. The difference comes from the term that singles out the normal; without it the two are equal. Since a film may have such a special normal, $\rho_\perp$ in the law means the value for a current in the plane.

Q: Now make it fail. A law that survives every test tells me little about its assumptions.

A: Add scattering with fourfold symmetry tied to the $x$ and $y$ axes, as in a single crystal. Determine the two resistivities again at $\phi=0$, and predict $\rho_{yx}$ at 45° as half their difference. In this model the actual value is 32.6 % smaller than predicted.

The reason can be traced. With $\mathbf m$ along the diagonal, the plane perpendicular to it is still a mirror plane of this fourfold crystal. The principal axes therefore still lie along and across $\mathbf m$. What has failed is the freedom to rotate the film: the resistivities along and across the diagonal are not those found for $\mathbf m$ along $x$. At an angle where the crystal has no such mirror plane, the argument that fixes the principal axes is lost as well.

## From resistivities to voltages

Q: I do not own a resistivity meter. What do my voltmeters show?

A: Let the strip have width $w$ and thickness $t$ and carry the current $I$, so $J=I/(wt)$. Two probes on the same edge, a distance $L$ apart, read
$$V_x=E_xL=\frac{I\rho_{xx}L}{wt}.$$
Two probes facing each other across the strip read, lower edge minus upper edge,
$$V_y=\int_0^wE_y\,dy=\rho_{yx}\frac{I}{wt}\,w=\frac{I\rho_{yx}}{t}.$$
At fixed current and thickness the transverse voltage does not depend on the width.

Take round values: $\rho_\parallel=25.5$ and $\rho_\perp=25.0$ μΩ cm, thus $\Delta\rho=0.5$ μΩ cm or 2 % of $\rho_\perp$. The strip has $t=20$ nm, $w=10$ μm and $L=100$ μm, and carries 1 mA, a current density of $5\times10^5$ A/cm². At $\phi=30^\circ$,
$$\rho_{xx}=25.0+0.5\times0.75=25.375\ \text{μΩ cm},$$
$$\rho_{yx}=0.25\times0.8660=0.2165\ \text{μΩ cm}.$$
In SI units these are $2.5375\times10^{-7}$ and $2.165\times10^{-9}$ Ω m. The voltages are
$$V_x=\frac{10^{-3}\times2.5375\times10^{-7}\times10^{-4}}{10^{-5}\times2\times10^{-8}}\ \text{V}=126.9\ \text{mV},$$
$$V_y=\frac{10^{-3}\times2.165\times10^{-9}}{2\times10^{-8}}\ \text{V}=0.108\ \text{mV}.$$
At 45° the transverse voltage reaches its maximum, 0.125 mV. The field at 30° is turned from the current by $\arctan(0.2165/25.375)=0.49^\circ$.

Q: The longitudinal voltage is a thousand times larger. Why bother with the transverse one?

A: Most of the longitudinal voltage says nothing about the angle. A full rotation changes $\rho_{xx}$ by 0.5 μΩ cm on a background of 25 μΩ cm. It changes $\rho_{yx}$ from $-0.25$ to $+0.25$ μΩ cm, the same span, with no background when the probes face each other exactly.

Q: You promised to come back to the ends of the strip.

A: There are two limits. For the long strip, I solved for the potential in a rectangle six times longer than wide, with insulated sides and equipotential ends. With resistivities 2 and 1, at angles of 30°, 45° and 120°, the fields at the middle agreed with the law to within 0.001 in the same units. With the resistivities of the example, the same calculation gives 25.3750 and 0.2165 μΩ cm.

The opposite limit is a very wide, short film between two equipotential electrodes. Away from the side edges the electrodes short the transverse field, so $E_y=0$ and a transverse current flows:
$$0=\rho_{yx}J_x+\rho_{yy}J_y\quad\Rightarrow\quad J_y=-\frac{\rho_{yx}}{\rho_{yy}}J_x .$$
Insert this in $E_x=\rho_{xx}J_x+\rho_{xy}J_y$, with $\rho_{xy}=\rho_{yx}$:
$$\frac{E_x}{J_x}=\rho_{xx}-\frac{\rho_{yx}^2}{\rho_{yy}} .$$
At 30°, $\rho_{yy}$ equals $\rho_{xx}$ at 60°, which is 25.125 μΩ cm. The correction is $0.2165^2/25.125=0.0019$ μΩ cm, about 0.4 % of $\Delta\rho$. A transverse field survives only near the two side edges, over a distance comparable to the electrode spacing. If the film is widened at fixed current, the current density falls, and the voltage between the side edges tends to zero. The formula $V_y=I\rho_{yx}/t$ therefore belongs to the long strip.

## What a real strip adds

Q: Your probes face each other exactly. Mine were made by lithography.

A: Then this is the first thing to worry about. If the transverse probes are displaced by $\delta$ along the current, they also pick up $E_x\delta$. Divided by $Jw$, this is an apparent transverse resistivity of magnitude
$$\rho_{xx}\frac{\delta}{w}=25.375\times\frac{0.1}{10}=0.254\ \text{μΩ cm}$$
for a displacement of 0.1 μm. The false signal exceeds the true 0.2165 μΩ cm.

Q: I can reverse the current, or the magnetization, and subtract.

A: Neither separates them. Both voltages reverse with the current, and neither changes when $\mathbf m$ is reversed. Rotating $\mathbf m$ by 90° does help, because $\rho_{yx}$ changes sign while the background of $\rho_{xx}$ stays. Let $s(\phi)=\rho_{yx}(\phi)+(\delta/w)\rho_{xx}(\phi)$ be the apparent signal. Since $\cos^2(\phi+90^\circ)=\sin^2\phi$,
$$\frac{s(\phi)-s(\phi+90^\circ)}{2}=\rho_{yx}(\phi)+\frac{\delta}{2w}\Delta\rho\cos2\phi .$$
At 30° the remaining error is $0.005\times0.5\times0.5=0.00125$ μΩ cm, or 0.6 % of $\rho_{yx}$. The formula assumes the same temperature in both readings and a magnetization that really turns by 90°.

Q: Does the temperature matter that much?

A: For the longitudinal signal it does. With a rough temperature coefficient of 0.3 % per kelvin, a drift of 1 K changes $\rho_{xx}$ by 0.076 μΩ cm, 15 % of the whole range $\Delta\rho$. Well-aligned transverse probes do not see this background. They still see any change of $\Delta\rho$ with temperature, which I have not modelled.

The strip's own heating is smaller. For 300 nm of oxide on a silicon-like substrate, a simple heat-flow estimate gives about 0.04 K, equivalent to 0.003 μΩ cm in $\rho_{xx}$.

Q: I set the angle with a magnet. Is that your $\phi$?

A: Not quite: $\phi$ belongs to the magnetization. When $\mathbf m$ points partly across the strip, magnetic poles on the edges produce an opposing field, which favours the strip axis. Treat the magnetization as a single unit in an applied field $B$ at angle $\phi_B$. Per unit magnetic moment its energy is
$$-B\cos(\phi-\phi_B)+\tfrac12B_s\sin^2\phi ,$$
where $B_s$ is the mean opposing field for $\mathbf m$ straight across the strip. Setting the derivative to zero gives
$$B\sin(\phi_B-\phi)=\tfrac12B_s\sin2\phi .$$
For this cross-section and a rough saturation magnetization of $\mu_0M_s=1000$ mT, averaging the field of the edge poles across the width at mid-thickness gives $B_s\approx5$ mT. With $B=50$ mT at 30°, the magnetization lags by about 2.4°. That raises $\rho_{xx}$ by about 0.02 μΩ cm and lowers $\rho_{yx}$ by about 0.011 μΩ cm, some 5 % of its value. In this model a stronger applied field reduces the lag. The single angle is a simplification: the opposing field is concentrated near the edges, so in a real strip the magnetization lags more there and less in the middle. The single angle also overestimates the average. If the angle may vary across the width, with an exchange stiffness of about $1.3\times10^{-11}$ J/m, the lag is near 20° at the edges, 0.7° in the middle and 1.8° on average, and $\rho_{yx}$ drops by about 4 %. The numbers give the size of the effect, not its exact value.

Q: And if the magnet is slightly tilted out of the plane?

A: Then the anomalous Hall effect enters the transverse voltage. A normal field of 1 mT tips the magnetization by about $m_z=1/1000$, because the film's own demagnetizing field holds it down. With a rough anomalous Hall resistivity of 0.1 μΩ cm for full normal magnetization, the contribution is $10^{-4}$ μΩ cm, 0.05 % of $\rho_{yx}$. The ordinary Hall effect, with a rough coefficient of $10^{-10}$ m³/C, adds about $10^{-5}$ μΩ cm.

Q: How close is all this to a device somebody would build?

A: The values were chosen in the rough range of room-temperature magnetoresistive field sensors: alloy films some tens of nanometres thick, resistivities of some tens of μΩ cm, and an anisotropy of a few percent or less. They do not describe a particular material. Of the effects estimated here, imperfect probe alignment moves the transverse result most, by more than 100 % at 0.1 μm before correction. The lag of the magnetization follows with 4 to 5 %. A real film may also split into domains or have a preferred in-plane axis from its growth. With domains, no single $\phi$ describes the strip, and the formulas apply at best region by region. The numerical output lists the resistivities at further angles, together with the inputs of these estimates.

## Numbers as computed

```
BOLTZMANN TEST (model units)
rho_par, rho_perp: 5.994604, 5.026475
rho_zz at phi=0: 5.648299
anomalous Hall part, size: 0.300000
rho_xx, rho_yx at 30 deg: 5.752571, 0.419212
largest deviation from law: 1.1e-14
crystal: rho_yx(45 deg) off by -32.6 %
EXAMPLE
rho_par, rho_perp: 25.50, 25.00 uOhm cm
delta rho: 0.500 uOhm cm
delta rho / rho_perp: 2.00 %
thickness: 20 nm, width: 10 um
probe distance: 100 um
current: 1.0 mA, angle: 30 deg
current density: 5.00e+05 A/cm2
rho_xx: 25.3750 uOhm cm = 2.53750e-07 Ohm m
rho_yx: 0.2165 uOhm cm = 2.1651e-09 Ohm m
strip solution rho_xx, rho_yx: 25.3750, 0.2165 uOhm cm
longitudinal voltage: 126.875 mV
transverse voltage: 0.1083 mV
transverse voltage at 45 deg: 0.1250 mV
angle of E from J: 0.489 deg
phi (deg), rho_xx, rho_yx (uOhm cm)
   0   25.5000    0.0000
  30   25.3750    0.2165
  45   25.2500    0.2500
  60   25.1250    0.2165
  90   25.0000    0.0000
 135   25.2500   -0.2500
NEGLECTED EFFECTS (rough inputs)
probe shift 0.1 um: 0.2538 uOhm cm in rho_yx
temperature coefficient: 0.3 %/K
drift of 1 K: 0.0761 uOhm cm in rho_xx
oxide: 300 nm, 1.4 W/(m K)
substrate: 500 um, 150 W/(m K)
self-heating: 0.040 K, 0.0030 uOhm cm in rho_xx
applied field: 50 mT at 30 deg
mu0 Ms: 1000 mT, shape field: 5.03 mT
lag of m behind field: 2.37 deg
lag changes rho_xx by +0.0175 uOhm cm
lag changes rho_yx by -0.0111 uOhm cm
stray normal field: 1 mT, m_z: 0.0010
full anomalous Hall resistivity: 0.10 uOhm cm
anomalous Hall in rho_yx: 1.0e-04 uOhm cm
ordinary Hall coefficient: 1e-10 m3/C
ordinary Hall in rho_yx: 1.0e-05 uOhm cm
```
